# Why Cosine-Parametrized Inverse Lithography Stays at a Binary Starting Mask

**Question.** In inverse lithography, the field transmission of each mask pixel can be written as $m_j=(1+\cos\theta_j)/2$, so that an unconstrained angle keeps $m_j$ between 0 and 1. Suppose that the starting mask is binary in every pixel and prints badly. Why does gradient descent in the angles leave it unchanged, even when the image error is large?

**Answer.**

## The fold at the ends of the interval

The angle is a coordinate that folds the transmission interval at its two ends. An opaque pixel has $\theta=\pi$. Increasing or decreasing this angle makes the pixel slightly transparent, by the same amount in both cases. At $\theta=0$, either change makes a clear pixel slightly darker. Since the two directions give the same mask, the cost has no first-order preference between them.

To express this fold, let $b_j=0$ denote an opaque pixel and $b_j=1$ a clear one, and let $\phi_j$ be the displacement from the binary angle. For $b_j=1$,

$$m_j=\frac{1+\cos\phi_j}{2}=1-\sin^2\frac{\phi_j}{2}.$$

For $b_j=0$, the identity $\cos(\pi+\phi_j)=-\cos\phi_j$ gives

$$m_j=\frac{1-\cos\phi_j}{2}=\sin^2\frac{\phi_j}{2}.$$

Both cases are contained in

$$m_j=b_j+(1-2b_j)\sin^2\frac{\phi_j}{2}.$$

A small angular displacement therefore changes the transmission by $(1-2b_j)\phi_j^2/4$ to leading order. The optimizer asks what a first-order change of angle would achieve, and a first-order change of angle produces no first-order change of mask.

## Where the image error enters

Here $m_j$ is an amplitude transmission, not an intensity transmission. For source point $s$, let $A_s$ be the linear map from mask to image field, with the source weight included. Then

$$E_s(x)=\sum_j A_{s,xj}m_j,\qquad I(x)=\sum_s|E_s(x)|^2.$$

The resist response $R$ is a smooth threshold, and $Z(x)$ is the binary target:

$$R=\frac{1}{1+e^{-a(I-t)}},\qquad F=\sum_x(R-Z)^2.$$

With clear-field intensity set to 1, the threshold $t$, steepness $a$ and cost $F$ are dimensionless.

Define $g_j=\partial F/\partial m_j$, the sensitivity to transmission. Since $m_j$ is real,

$$\frac{\partial I(x)}{\partial m_j}
=\sum_s\left(A^*_{s,xj}E_s+A_{s,xj}E_s^*\right)
=2\,\mathrm{Re}\sum_s A^*_{s,xj}E_s(x).$$

Differentiating the resist response gives $dR/dI=aR(1-R)$. Hence

$$g_j=4a\sum_x(R-Z)R(1-R)\,\mathrm{Re}\sum_s A^*_{s,xj}E_s(x).$$

The image error $R-Z$ appears here, and $g_j$ can be large. The angle derivative contains one more factor:

$$\frac{\partial F}{\partial\theta_j}
=g_j\frac{dm_j}{d\theta_j}
=-\frac{g_j}{2}\sin\theta_j.$$

At $\theta_j=0$ or $\pi$ the sine is zero. Any finite $g_j$ is multiplied by zero, so the size of the error does not matter.

With step size $\eta$, the update is

$$\theta_j^{(n+1)}=\theta_j^{(n)}-\eta\frac{\partial F}{\partial\theta_j}.$$

If all pixels are binary at step $n$, then $\theta^{(n+1)}=\theta^{(n)}$. The next gradient is evaluated at the same mask and is again zero, so by induction the mask never changes. A line search does not help, because every multiple of a zero vector is zero. Momentum starting from rest remains zero, and a Newton step $-H^{-1}\nabla F$ is also zero when the Hessian $H$ is invertible.

The argument does not depend on this particular optical model. It suffices that $F$ depends on the angles through $m$ alone and is locally Lipschitz: near the binary mask, $|F(m)-F(b)|\le L\sum_j|m_j-b_j|$ for some finite $L$. Then

$$|F(m)-F(b)|\le L\sum_j\sin^2\frac{\phi_j}{2}
\le\frac{L}{4}\sum_j\phi_j^2.$$

Dividing by the length of the displacement and letting it shrink gives zero slope. A penalty on $m$ with bounded slope, or a smooth filter applied to $m$ after the cosine, is part of such an $F$ and leaves the conclusion intact. A penalty acting directly on $\theta$ lies outside the assumption and can supply a nonzero gradient.

## Stationary does not mean optimal

The second derivative shows what kind of stationary point has been reached. From the folded form,

$$\frac{dm_j}{d\phi_j}=\frac{1-2b_j}{2}\sin\phi_j,\qquad
\frac{d^2m_j}{d\phi_j^2}=\frac{1-2b_j}{2}\cos\phi_j.$$

For a twice differentiable $F$, the chain rule gives

$$H_{jk}=\frac{\partial^2F}{\partial m_j\partial m_k}
\frac{dm_j}{d\phi_j}\frac{dm_k}{d\phi_k}
+\delta_{jk}g_j\frac{d^2m_j}{d\phi_j^2}.$$

At $\phi=0$ the first term vanishes, since each first derivative is zero. What remains is

$$H_{jk}=\delta_{jk}\frac{(1-2b_j)g_j}{2}.$$

An opaque pixel with $g_j<0$ should transmit more light, because raising $m_j$ lowers the cost. Its curvature is negative. A clear pixel with $g_j>0$ should become darker, and its curvature is negative too. These pixels sit on a ridge: they feel no force, but a displacement in either direction lowers $F$.

If every $H_{jj}$ is positive, the binary mask is a strict local minimum. Each permitted change of transmission then raises the cost at first order, so the mask is also a local minimum of the problem with $0\le m_j\le1$. Curvatures of both signs mean a saddle. If some $g_j=0$, this test leaves the corresponding direction undecided.

## How a small displacement grows

In the displaced coordinate, descent reads

$$\phi_j^{(n+1)}=\phi_j^{(n)}
-\eta g_j\frac{1-2b_j}{2}\sin\phi_j^{(n)}.$$

While the displacements are small, $\sin\phi_j\simeq\phi_j$ and $g_j$ stays near its starting value. With $\kappa_j=-H_{jj}$,

$$\phi_j^{(n+1)}\simeq(1+\eta\kappa_j)\phi_j^{(n)}.$$

For a common initial displacement $\varepsilon$, the largest positive $\kappa_j$ leads the escape. Setting $\varepsilon(1+\eta\kappa_{\max})^n=\phi_*$ and taking logarithms gives the number of steps needed to reach a small angle $\phi_*$:

$$n\simeq\frac{\ln(\phi_*/\varepsilon)}{\ln(1+\eta\kappa_{\max})}.$$

The waiting time diverges as $\varepsilon\to0$, but only logarithmically. The binary start is the limiting case in which the wait never ends.

The same fold slows the approach to a correct binary value. For a stable pixel with $0<\eta H_{jj}<1$, the linear law multiplies $\phi_j$ by $1-\eta H_{jj}$ at each step. The angle shrinks geometrically without reaching zero in a finite number of steps.

## A mask that should move

Consider a one-dimensional periodic layout at 193 nm wavelength and numerical aperture $\mathrm{NA}=1.35$. All lengths are at wafer scale. The period is 640 nm, divided into 128 pixels of 5 nm. The target has two clear slots, 40 and 80 nm wide, and the starting mask is a copy of it. The source has 11 points along the pattern direction, with relative pupil coordinate from $-0.7$ to $0.7$. The resist parameters are $t=0.30$ and $a=25$.

The narrow slot is difficult for a simple reason. The field produced by an isolated line of light has the kernel $\sin(2\pi\mathrm{NA}\,x/\lambda)/(\pi x)$, whose magnitude is at most $2\mathrm{NA}/\lambda$. An isolated slot of width $w$ therefore gives

$$|E|\le\frac{2\mathrm{NA}\,w}{\lambda}
=\frac{2(1.35)(40)}{193}\simeq0.56,\qquad |E|^2\lesssim0.31.$$

Even this upper limit barely exceeds the threshold, and the actual intensity at the centre of an isolated 40 nm slot under this source is about 0.27. The bound applies to an isolated slot only: in the periodic layout the other slot adds its side lobes, and single source points reach $|E|\simeq0.6$. In the full periodic calculation with 11 source points the peak, sampled at the pixels, is 0.244, so the 40 nm slot does not print. The wide slot prints at 81.5 nm.

The starting cost is $F=6.21$, or 31.1 nm when multiplied by the pixel width. The largest $|g_j|$ is 2.65, so the optical model does report a strong sensitivity to transmission. Seventy of the 128 pixels have negative curvature. The largest $\kappa_j$ is 1.034, whereas a pixel with $|g_j|=2.65$ would have $\kappa_j=1.32$ if it were unstable. The most sensitive pixel is therefore stable, with positive curvature, and the start is a saddle.

The two most unstable pixels lie at 135 and 180 nm, one on each side of the narrow slot, and are equivalent by symmetry. Take the one at 135 nm. It is opaque and has $g=-2.069$, so opening it slightly would lower the cost. Its curvature is

$$H=\frac{g}{2}=-1.034,\qquad \kappa=1.034.$$

The slope at the binary start is the limit of the quotient $[F(\phi)-F(0)]/\phi$ as $\phi\to0$ for this pixel, with all others fixed. For this quotient the quadratic law predicts $-\kappa\phi/2$. The computed values are $-5.17\times10^{-2}$, $-5.17\times10^{-3}$ and $-5.17\times10^{-4}$ per radian at $\phi=0.1$, 0.01 and 0.001 rad. The quotient falls in proportion to the displacement, so its limit is zero, while $g$ at the starting mask is $-2.069$.

With $\eta=0.020$, 500 descent steps left the mask unchanged. The complementary mask, with clear and opaque exchanged, was also unchanged after 500 steps, although its cost is 118.8, about 19 times larger. Its largest $|g_j|$ is 2.49, slightly below that of the better mask. A larger total error need not mean a larger sensitivity, because the factor $R(1-R)$ suppresses the contribution of pixels where the resist response is saturated.

That suppression is a separate cause of small gradients. Another occurs for a completely opaque mask: then $E_s=0$ everywhere, so $g_j$ itself vanishes. Neither explains the present case, where $g_j$ is large.

## Displacing the start

For the target mask, the growth factor is $1+0.020\times1.034=1.0207$. Starting from $\varepsilon=10^{-4}$ rad and escaping at $\phi_*=0.01$ rad,

$$n\simeq\frac{\ln100}{\ln1.0207}\simeq225.$$

The nonlinear descent took 225 steps. Seeds of $10^{-6}$ and $10^{-8}$ rad took 450 and 675 steps, against predictions of 449.8 and 674.7. Each reduction of the seed by a factor of 100 costs another 225 steps. Even at the escape angle, the transmission has changed by only $\phi_*^2/4=2.5\times10^{-5}$, so the mask still looks binary.

A larger displacement shortens the wait. With every angle displaced by 0.10 rad, the initial transmission differs from binary by about 0.0025. After 2000 steps the cost is 1.31, and the printed widths, interpolated linearly between pixels, are 42.7 and 80.5 nm.

Another cure is to descend in $m$ itself and clip the result to the permitted interval:

$$m_j\leftarrow\min\{1,\max[0,m_j-\eta_m g_j]\}.$$

An opaque pixel with $g_j<0$ now opens at first order. From the same binary start, 2000 steps with $\eta_m=0.005$ reached $F=1.29$ and widths of 42.7 and 80.3 nm. The optics, target and starting mask were held fixed, so replacing the angle update by a transmission update is enough to release the mask. The two step sizes differ, and this is not a comparison of speed. Nor are these final masks shown to be globally optimal or binary; their costs refer to continuous transmission.

Gray pixels offer a partial escape. At $m=1/2$, $\theta=\pi/2$ and $|dm/d\theta|=1/2$, its largest value. When the four opaque pixels bordering the slots were set to $1/2$, those four moved and the other 124 stayed fixed. A mask with gray edges can therefore appear to optimize normally while its binary pixels, including any that might become assist features, remain locked.

## What rounding changes

The number $\pi$ cannot be stored exactly. In double precision, the sine of its stored value is $1.22\times10^{-16}$, so an opaque pixel has a tiny nonzero gradient. An update is lost if it is smaller than half the spacing between neighbouring stored numbers. For plain descent this requires

$$\frac{\eta|g_j|}{2}<1.81.$$

Here the left side is at most $0.020\times2.65/2=0.026$, so rounding preserves the lock. For the pixel at 135 nm, a single step at half the limiting rate left its stored angle unchanged, and one at twice the limiting rate moved it. Momentum with coefficient $\beta$ accumulates the residue, so that $\eta$ is in effect replaced by $\eta/(1-\beta)$. With $\eta=0.020$ the lock survived 1500 steps at $\beta=0.9$, but rounding released the mask at $\beta=0.99$. Clear pixels stored at $\theta=0$ have zero sine even in the computer. A method that divides the gradient by its own norm is undefined at the ideal binary point; in rounded arithmetic it can turn this residue into a finite step, which is an escape driven by rounding error.

## Relation to a real exposure

The wavelength and aperture are in the regime of argon-fluoride water-immersion lithography. The resist parameters are round model values, and the one-dimensional layout and line source are simplifications. Eleven points sample a continuous line source too coarsely for converged values: for a continuous line source the starting cost falls from 6.21 to 4.78, the largest $|g_j|$ rises from 2.65 to 3.62, the largest $\kappa_j$ from 1.034 to 1.43 and the peak of the narrow slot from 0.244 to 0.277, while the number of unstable pixels falls from 70 to 54. The figures given here therefore belong to the 11-point source, while the zero slope does not depend on the sampling. The nominal image is scalar and in focus, with a thin mask and no acid diffusion. The following changes were made one at a time to the starting mask, with the 11-point source and the threshold held fixed:

- A defocus of 40 nm, with its phase calculated in water, raises $F$ by 9%.
- Unpolarized light raises it by 15%.
- The change in field strength at high angles, calculated for propagation inside a resist of index 1.70, lowers it by 6%.
- Acid blur with a standard deviation of 5 nm raises it by 2%.
- A 3 nm layer at each mask edge, assumed to add a field of clear-field strength shifted by 90° in phase, lowers it by 3%. The sign depends on this assumption: an opaque layer of the same width, centred on the edge, raises $F$ by 17%.

These percentages depend strongly on the source sampling. For a continuous line source, the five changes in $F$ become +27%, +32%, −21%, +5% and −5%, in the order listed and relative to the lower starting cost. The list therefore does not give their sizes for a continuous source.

For the 11-point source, the peak of the narrow slot, sampled at the pixels, lies 0.056 below threshold. Unpolarized light lowers this peak to 0.222, and for each of the other four effects the intensity changes by at most 0.052 at any pixel, so the slot stays closed in all five cases. For a continuous source the margin is only 0.023, and the high-angle factor raises the peak to 0.298, almost at threshold. Film reflections, two-dimensional patterns and rigorous mask scattering are not sized here.

None of the five effects restores a first-order force. With each included, doubling the displacement of the pixel at 135 nm from 0.001 rad quadrupled the change in cost, to within half a per cent. Better optics in the model changes $g_j$, but not the zero that multiplies it.

An attenuated phase-shift mask has a different lower transmission, $m_-<0$, because its dark regions pass a weak field of opposite sign. If its range is written as

$$m_j=m_-+(1-m_-)\frac{1+\cos\theta_j}{2},$$

then $dm_j/d\theta_j=-(1-m_-)\sin\theta_j/2$. This is again zero at both permitted end values, so the same lock occurs.

## Computed values

```
Wavelength: 193 nm; NA: 1.35
Period: 640 nm; pixel: 5 nm; pixels: 128
Target slots: 40, 80 nm
Source: 11 points, sigma -0.7 to 0.7
Resist threshold: 0.30; steepness: 25 (clear=1)
Theta rate: 0.020; direct-m rate: 0.005 (dimensionless)
Frozen-test steps: 500; cure steps: 2000
Start cost F: 6.2140; F times pixel: 31.070 nm
Complement-mask cost F: 118.7899 (dimensionless)
Start max |dF/dm|: 2.6477 (dimensionless)
Complement max |dF/dm|: 2.4923
Pixels with negative curvature at start: 70
Worst opaque pixel: x=135 nm, dF/dm=-2.0689
One-sided slope, phi=1e-01 rad: -5.1729e-02 per rad
One-sided slope, phi=1e-02 rad: -5.1722e-03 per rad
One-sided slope, phi=1e-03 rad: -5.1722e-04 per rad
Largest kappa: 1.0344 per rad^2
Growth factor per step: 1.02069
Escape angle: 0.01 rad
Seed 1e-04 rad: 225 steps; formula 224.89
Seed 1e-06 rad: 450 steps; formula 449.78
Seed 1e-08 rad: 675 steps; formula 674.66
sin(stored pi): 1.2246e-16; rounding limit: 1.8131
Gray-edge test: 4 pixels moved, 124 fixed
Displaced start: 0.10 rad; final F: 1.3104
Projected m descent, final F: 1.2918 (dimensionless)
Frozen printed widths: 0.0, 81.5 nm
Frozen peak intensities: 0.2444, 0.7182 (clear=1)
Displaced printed widths: 42.7, 80.5 nm
Displaced peak intensities: 0.3843, 0.6978 (clear=1)
Projected printed widths: 42.7, 80.3 nm
Projected peak intensities: 0.3851, 0.7021 (clear=1)
Neglected-effect inputs: defocus 40 nm, blur 5 nm
Assumed mask-edge layer width: 3 nm
Water index: 1.44; resist index: 1.70; reduction: 4
defocus: max intensity change 0.0517; F 6.7735
unpolarized light: max intensity change 0.0609; F 7.1391
high-angle flux: max intensity change 0.0239; F 5.8170
acid blur: max intensity change 0.0087; F 6.3532
mask-edge layer: max intensity change 0.0044; F 6.0407
Worst relative curvature-test error: 5.71e-08
```
